# Why a uniform switching barrier does not by itself set coercivity

## Question

I have calculated the energy along a path that reverses the polarization of one ferroelectric hafnia cell under periodic boundary conditions. The highest point lies an energy $U$ above the two end states. I would like to turn $U$ into the coercive field of a capacitor film.

Two routes seem possible. I can ask what field removes the barrier, or I can put $U$ into an Arrhenius rate and ask when switching becomes fast enough. They give wildly different answers. Which is right, and if neither is, what does my barrier tell me about the film?

## Answer

Neither route gives the film's coercive field in general. The first describes every cell reversing together without thermal help. The second treats the energy per cell as the activation energy of an event that can happen in one cell alone. Your periodic calculation describes no such event, because all the copies of the cell move with it.

A small model shows what is missing. Its parameters are round numbers, not properties of hafnia: $U=60$ meV, cell dipole $p=0.20\,e\,$nm and temperature 300 K.

### What the uniform path does determine

Let $s$ be the cell dipole divided by $p$, so that reversal takes $s$ from $-1$ to $+1$, and let the field $E$ favour $+1$. The field energy is $-pEs=-hs$, with $h=pE$. A field of 1 MV/cm is 0.1 V/nm, so it gives $h=0.20\times0.1$ eV $=20$ meV. The dipole must be followed continuously along the path, because its change along the path fixes the work done by the field.

Take the profile

$$u(s)=U(1-s^2)^2-hs .$$

Its stationary points satisfy

$$u'(s)=4U(s^3-s)-h=0 .$$

The old minimum survives as long as $h$ is below the largest value of $4U(s^3-s)$ on $-1<s<0$. Setting the derivative $4U(3s^2-1)$ to zero gives $s=-1/\sqrt3$, and therefore

$$h_{\rm int}=4U\,\frac{1}{\sqrt3}\left(1-\frac13\right)=\frac{8U}{3\sqrt3}.$$

For $U=60$ meV this is 92.4 meV, and division by 20 meV per MV/cm gives $E_{\rm int}=4.62$ MV/cm, or $8.98\times10^{-4}$ atomic units.

Even this number needs more than the barrier height. Any smooth profile that rises by $U$ between $s=-1$ and $s=0$ has mean slope $U$ there. Its largest slope is at least that, so $h_{\rm int}\ge U$. Here the bound is 3.00 MV/cm. It is a lower bound on the athermal uniform threshold as long as the cell keeps to this path in the field, not an estimate of coercivity. If other atomic displacements respond to the field, the cell can leave the path and the threshold can be lower.

The profile $U(1-s^4)^2$ has the same barrier, but the size of its slope is $8U|s|^3(1-s^4)$. This is largest when $3s^2-7s^6=0$, or $s^4=3/7$, where it equals $8(3/7)^{3/4}(4/7)U\approx2.42\,U$. The threshold is now 7.26 MV/cm. The same $U$ has given two intrinsic fields.

The Arrhenius route errs in the other direction. With an attempt rate $\nu=10^{12}\ \mathrm{s^{-1}}$ and $kT=25.9$ meV, the lifetime would be

$$\frac{e^{60/25.9}}{10^{12}\ \mathrm{s^{-1}}}\approx10\ \mathrm{ps}.$$

Such a state could not store data. The fault lies in using an energy per cell as the total cost of an event.

### Adding neighbours

Suppose that a column of $M=20$ cells, each 0.5 nm high, spans a 10 nm film and switches rigidly. Put the columns in a row and give adjacent columns the energy, per cell layer,

$$\frac J2(s_i-s_{i+1})^2,\qquad J=8\ \text{meV}.$$

This vanishes when all $s_i$ are equal. A one-cell periodic calculation therefore contains no information about $J$, however accurately it gives $U$.

There is one case in which the uniform threshold is the right answer. In a perfect row at zero temperature, a small disturbance that advances in phase by $k$ from column to column has stiffness $u''(s)+2J(1-\cos k)$. For $J>0$ this is smallest at $k=0$, so the uniform mode becomes unstable first, at $h_{\rm int}$. Temperature and existing walls change that conclusion.

Consider one column whose neighbours are held at $\pm1$, and let $n$ of the two be switched. Their dipoles add up to $s_L+s_R=2(n-1)$. Expanding the two bonds gives

$$\frac J2\left[(s-s_L)^2+(s-s_R)^2\right]=Js^2-2J(n-1)s+J .$$

Apart from the constant, the column's energy per layer is

$$V_n(s)=U(1-s^2)^2+Js^2-g_ns,\qquad g_n=h+2J(n-1).$$

An isolated new nucleus has $n=0$, a wall advancing by one column has $n=1$, and the last column between two switched regions has $n=2$. Unswitched neighbours oppose the field and switched ones assist it.

With $\alpha=1-J/(2U)$, the condition $V_n'=0$ becomes

$$s^3-\alpha s-\frac{g_n}{4U}=0 .$$

Substitute $s=2\sqrt{\alpha/3}\,\cos\varphi$. Since $4\cos^3\varphi-3\cos\varphi=\cos3\varphi$, the first two terms combine to $2(\alpha/3)^{3/2}\cos3\varphi$, so

$$\cos3\varphi=\frac{g_n}{8U(\alpha/3)^{3/2}} .$$

Call the right-hand side $\cos\theta$, with $0\le\theta\le\pi$. The barrier top is at $\varphi=\theta/3-2\pi/3$ and the old minimum at $\varphi=\theta/3-4\pi/3$. The column barrier is

$$B_n=M\left[V_n(s_{\rm top})-V_n(s_{\rm min})\right].$$

The two points merge at $\theta=0$, where $g_n=h_{\rm int}\alpha^{3/2}$. The local threshold is therefore

$$h_n=h_{\rm int}\left(1-\frac{J}{2U}\right)^{3/2}+2J(1-n).$$

It corresponds to 4.96, 4.16 and 3.36 MV/cm for $n=0,1,2$. With its neighbours held fixed and without thermal help, a lone column needs a higher field than the uniform row, while a column beside a wall needs a lower one. In a free, unswitched row the value for $n=0$ is never reached, because the neighbours themselves become unstable at $h_{\rm int}$.

The barrier $U$ still matters. Both stationary points move with $U$, but $V_n'=0$ there, so their motion does not contribute to first order:

$$\frac{\partial B_n}{\partial U}=M\left[(1-s_{\rm top}^2)^2-(1-s_{\rm min}^2)^2\right].$$

For $g_n>0$ and below threshold, $|s_{\rm top}|<|s_{\rm min}|<1$, so this is positive. A larger $U$ raises the barriers when the other parameters are fixed.

### From barriers to a measured field

Let $a$, $b$ and $c$ be the rates $\nu e^{-B_n/kT}$ for $n=0,1,2$. Let $Q_k$ be the probability that $k$ chosen adjacent columns are all unswitched, in a long row without return jumps.

For $k\ge2$, each of the $k-2$ interior columns switches at rate $a$. An end column has an unswitched inner neighbour. Its outer neighbour is also unswitched with joint probability $Q_{k+1}$, and switched with joint probability $Q_k-Q_{k+1}$. Hence

$$\dot Q_k=-(k-2)aQ_k-2\left[aQ_{k+1}+b(Q_k-Q_{k+1})\right].$$

If a random fraction $\rho$ is already switched at the start, then $Q_k(0)=(1-\rho)^k$. Try $Q_k=Q_2q^{k-2}$ and divide by $Q_k$:

$$\frac{\dot Q_2}{Q_2}+(k-2)\frac{\dot q}{q}=-(k-2)a-2[aq+b(1-q)].$$

This holds for every $k\ge2$ if

$$\dot q=-aq,\qquad \frac{\dot Q_2}{Q_2}=-2[b+(a-b)q],$$

with $q(0)=1-\rho$ and $Q_2(0)=(1-\rho)^2$.

For a single unswitched column, the probability that both neighbours are unswitched is $Q_3$. The two arrangements with one switched neighbour have probability $Q_2-Q_3$ each. The remainder, $Q_1-2Q_2+Q_3$, has both neighbours switched. Therefore

$$\dot Q_1=-aQ_3-2b(Q_2-Q_3)-c(Q_1-2Q_2+Q_3).$$

With switched and unswitched columns counted as $\pm1$, the mean polarization is proportional to $1-2Q_1$. I define the coercive field $E_c$ by $Q_1=1/2$, leaving out the small reversible change of $s$ within each state.

For a linear ramp taking 1 ms per MV/cm and no initial switched columns, $E_c=2.09$ MV/cm, or $4.07\times10^{-4}$ atomic units. The uniform athermal threshold is 2.2 times larger. An explicit random simulation of the row gave 2.10 MV/cm, within the 0.02 MV/cm tolerance of the test.

### Why nucleation and wall motion must be separated

At the reference coercive field the barriers and rates are:

- nucleation: 592 meV and $1.1\times10^2\ \mathrm{s^{-1}}$;
- wall advance: 361 meV and $8.7\times10^5\ \mathrm{s^{-1}}$;
- merging: 173 meV and $1.3\times10^9\ \mathrm{s^{-1}}$.

A simple limit shows how the first two combine. Hold the field constant, start without seeds, and let $a\ll b\ll c$. While $at\ll1$, $q\approx1-at$, so

$$\frac{d\ln Q_2}{dt}\approx-2(a+abt),\qquad \ln Q_2\approx-2at-abt^2 .$$

Once $bt\gg1$ the second term dominates. Few columns lie next to a wall, so $Q_1\approx Q_2$, and half-switching takes

$$t_{1/2}\approx\sqrt{\frac{\ln2}{ab}} .$$

Since $ab\propto e^{-(B_0+B_1)/kT}$, the effective activation energy is $(B_0+B_1)/2$: nucleation and growth enter together. The rates above give $t_{1/2}\approx85\ \mu$s. Then $at\approx0.009$ and $bt\approx73$, consistent with the approximation.

Now compare three ramps at the same $U$. Independent columns, with $J=0$, have $E_c=2.08$ MV/cm. With $J=8$ meV but every column forced to switch at the nucleation rate, the field rises to 2.45 MV/cm. Restoring the faster wall and merging steps brings it back to 2.09 MV/cm. Coupling hinders nucleation but makes growth fast, and in this model the two effects nearly cancel. To first order in $J$, coupling changes $(B_0+B_1)/2$ by $MJ(s_{\rm top}-s_{\rm min})(1+s_{\rm top}+s_{\rm min})$. The three roots of the cubic add up to zero, so the last factor is $1-s_{\rm new}$, where $s_{\rm new}$ is the new minimum. It lies close to 1, so at the reference field this term is only $-9$ meV, against shifts of $+114$ meV in $B_0$ and $-117$ meV in $B_1$. Higher orders in $J$ are already of the same size, about $+7$ meV, and they grow with coupling: $J=12$ meV gives 2.11 MV/cm and $J=20$ meV about 2.2 MV/cm. The closeness of the match also depends on holding the neighbours at $\pm1$. If they sit at their own minima in the field, $s_{\rm min}$ and $s_{\rm new}$, the first-order term becomes $\tfrac34MJ(s_{\rm top}-s_{\rm min})(s_{\rm top}-s_{\rm min}-s_{\rm new})\approx-31$ meV, still small against the separate shifts but no longer nearly zero. Similar coercive fields need not mean similar switching processes.

Starting with a random 5 percent of columns already switched lowers the field to 1.85 MV/cm, since growth can begin without waiting for nuclei. The simulation gave 1.86 MV/cm. History can thus change coercivity without changing the cell.

### Why time and waveform enter

For independent columns $a=b=c$ and $Q_k=Q_1^k$, so the last rate equation reduces to $\dot Q_1=-aQ_1$. Half-switching requires $\int a\,dt=\ln2$. If the field rises at rate $R=dE/dt$, this becomes

$$\frac{\nu}{R}\int_0^{E_c}e^{-B(E)/kT}\,dE=\ln2 .$$

Most of the integral comes from fields just below $E_c$. There, $B(E)\approx B(E_c)+|B'|(E_c-E)$, where $B'=dB/dE$ is taken at $E_c$. Extending the lower limit to $-\infty$ adds little when the barrier at zero field is many $kT$ higher, and the integral becomes $(kT/|B'|)e^{-B(E_c)/kT}$. Thus

$$B(E_c)\approx kT\ln\left(\frac{\nu kT}{\ln2\,|B'|R}\right).$$

The barrier found at the coercive field is 482 meV, and this formula gives 483 meV. A coercive field marks the point where the barrier has become low enough for the time available, not where it has vanished.

In the coupled row, ramps taking 1 s, 1 ms and 10 µs per MV/cm give 1.52, 2.09 and 2.51 MV/cm. Five decades of ramp speed change the field by a factor of about 1.7 with the material parameters untouched.

The waveform matters as well. A constant pulse lasting 1 ms switches half the row at 1.87 MV/cm, below the 2.09 MV/cm of the 1 ms per MV/cm ramp. The pulse applies its full field throughout, whereas the ramp spends just 0.1 ms in its last 0.1 MV/cm before coercivity.

### How large is the activated unit?

For independent columns, doubling $M$ from 20 to 40 raises $E_c$ from 2.08 to 3.04 MV/cm. The barrier per cell is unchanged, but the total is doubled. At 2.08 MV/cm each cell of the shorter column contributes $482/20\approx24$ meV. A column twice as long needs roughly half that contribution to switch in a similar time, and this takes a larger field. It is not a general thickness law, since a nucleus in a real film need not span the film.

Now close 100 columns into a ring and force them to reverse together, so that the coupling costs no energy. At the reference field of 2.09 MV/cm the barrier is 47.8 eV, over 1800 times $kT$. On the same ramp, this coherent group switches at 4.51 MV/cm, close to the athermal 4.62 MV/cm. Thermal activation helps a local event far more than a large uniform one.

### Where this model stops

Holding the neighbours fixed is an approximation. Letting six surrounding columns relax lowers the nucleation and wall barriers by 4.7 and 4.8 percent of their fixed-neighbour values at the reference field. These reductions are 28 and 17 meV, which multiply the two rates by about 3 and 2. Multiplying all rates by a common factor is equivalent to slowing the ramp by that factor. Factors of 2 to 3 lower the coercive field by 0.06 to 0.10 MV/cm, and using the relaxed barriers throughout the ramp gives 2.02 MV/cm. This shift is larger than the gap between the coupled and independent values, 2.09 and 2.08 MV/cm, so that near equality is not a precise result. The second decimal serves comparisons within the model.

Return jumps were also left out. At the coercive fields of the three coupled ramps without seeds, the return barrier of an isolated nucleus exceeds its forward barrier by more than $10kT$. For an isolated initial seed, the zero-field return rate multiplied by 1 ms is $2\times10^{-4}$. The forward field lowers that rate further. The same rate means that a one-column seed lasts only about 5 s at zero field, so the seeded result applies to a ramp started soon after the seeds were written.

The row has one lateral dimension, perfectly screening electrodes and no disorder, dead layer or internal bias. It also assumes that a column beside a wall follows the same local profile as a uniform crystal. A real wall may offer another atomic path, so these fields should not be read as predictions for hafnia.

### What to do with your barrier

Report $U$ as the barrier per cell for the uniform path you calculated. With the energy and dipole along the whole path, you can also estimate its athermal uniform threshold, assuming that the field does not change the path. Relaxing the cell in a finite field tests that assumption.

For a film, calculate a wall advancing by one step and a local nucleus in cells large enough that their periodic copies do not interact appreciably. Obtain total barriers as functions of field, not energies divided by the number of cells. Then put the rates through the waveform used in the measurement, with its initial domain state. If the result changes strongly with seed density or defect strength, the film's coercivity cannot be inferred from the ideal crystal alone. The numerical output below gives the values used here.

## Calculated quantities

```
Uniform barrier per cell: 60.0 meV
Neighbour coupling J: 8.0 meV
Cell dipole: 0.20 e nm
Field energy at 1 MV/cm: 20.00 meV
Cell edge: 0.50 nm
Cells per column: 20 (number)
Film thickness: 10.0 nm
Temperature: 300 K
Thermal energy: 25.852 meV
Attempt rate: 1.0e+12 1/s
Reference ramp time per MV/cm: 1.0e-03 s
Uniform athermal threshold: 4.619 MV/cm
Same barrier, other profile: 7.264 MV/cm
Lower bound from barrier: 3.000 MV/cm
Local threshold, 0 switched neighbours: 4.965 MV/cm
Local threshold, 1 switched neighbours: 4.165 MV/cm
Local threshold, 2 switched neighbours: 3.365 MV/cm
Lifetime from one-cell barrier: 10.18 ps
Coercive, independent columns: 2.076 MV/cm
Column barrier at that field: 482.4 meV
Logarithmic barrier estimate: 482.9 meV
Coercive, coupled reference: 2.091 MV/cm
Reference from simulation: 2.095 MV/cm
Coercive without wall motion: 2.455 MV/cm
Initial seed fraction: 0.05 (fraction)
Coercive with seeds: 1.852 MV/cm
Seeded value from simulation: 1.858 MV/cm
Seed return estimate during 1 MV/cm: 2.2e-04 (number)
Coercive, ramp 1 s per MV/cm: 1.517 MV/cm
Coercive, ramp 10 us per MV/cm: 2.514 MV/cm
Pulse duration: 1.0e-03 s
Half-switching pulse field: 1.874 MV/cm
Independent, 40 cells per column: 3.035 MV/cm
Columns in coherent reversal: 100 (number)
Coherent thermal coercive field: 4.513 MV/cm
Coherent barrier at reference field: 47.81 eV
Reference barrier, 0 switched neighbours: 592.5 meV
Reference rate, 0 switched neighbours: 1.114e+02 1/s
Reference barrier, 1 switched neighbours: 360.9 meV
Reference rate, 1 switched neighbours: 8.658e+05 1/s
Reference barrier, 2 switched neighbours: 172.7 meV
Reference rate, 2 switched neighbours: 1.255e+09 1/s
Barrier change on relaxation, 0 switched: -4.68 percent
Barrier change on relaxation, 1 switched: -4.84 percent
Uniform threshold, atomic units: 8.982e-04 a.u.
Coupled reference, atomic units: 4.065e-04 a.u.
```
